# Why a single-mode capture rate depends on the chosen broadening width

A golden-rule rate is $2\pi/\hbar$ times a squared coupling energy times a quantity with the dimension of inverse energy. For a trap coupled to one vibrational mode, that last factor is a sum of lines. Each line has a dimensionless weight $W_p$, the thermally averaged squared overlap of initial and final vibrational states whose phonon numbers differ by $p$. If a line is isolated and has width $\sigma$, the one energy that can set its height is $\sigma$ itself, so the height must be a pure number times $W_p/\sigma$. It has no finite limit as $\sigma\to0$. Between lines the same limit gives zero. Dimensional analysis thus already casts doubt on a common-sense expectation about the capture rate.

## The belief and its appeal

The expectation runs as follows. The single-mode formula gives the capture rate as a smooth function of trap depth. The delta functions in it are a formality, to be replaced by narrow peaks for plotting, and the width of the peaks drops out if it is chosen sensibly.

There is a sound idea behind this. A normalized peak preserves the area of its line. If $\sigma$ is much smaller than the phonon quantum $\hbar\omega$, the average over a depth window of one quantum centred on line $p$ is $W_p/\hbar\omega$, whatever the width. The weights also vary smoothly from one integer $p$ to the next, so a curve drawn through them looks like a rate. But an average over depths is not the rate at one depth.

## The model and its lines

Let $E$ be the thermal trap depth, the energy released when both the initial and the final state are in their vibrational ground states. The electron starts at the band edge with fixed energy, and the mode has the same frequency before and after capture. With $\hbar\omega/2$ removed from both, the Hamiltonians are

$$H_i=E+\hbar\omega\,a^\dagger a,\qquad H_f=\hbar\omega\,b^\dagger b,\qquad b=a-\sqrt S .$$

Multiplying out $b^\dagger b=a^\dagger a-\sqrt S(a+a^\dagger)+S$ shows that capture displaces the oscillator. The Huang–Rhys factor $S$ measures the displacement, and $S\hbar\omega$ is the relaxation energy.

The coupling is taken as independent of the vibrational coordinate and of electron energy. For a band state normalized in a volume $V$, its square is written $v^2\Omega/V$. The rate for one electron is then $C/V$, with the capture coefficient

$$C(E)=\frac{2\pi}{\hbar}v^2\Omega\,G(E),\qquad G(E)=\sum_p W_p\,\delta(E-p\hbar\omega).$$

The delta function follows from energy conservation: $E+m\hbar\omega=m'\hbar\omega$ requires $E=p\hbar\omega$ with $p=m'-m$.

At zero temperature the initial state satisfies $a|0_i\rangle=0$, hence $b|0_i\rangle=-\sqrt S\,|0_i\rangle$. Expand it in final states, $|0_i\rangle=\sum_p c_p|p_f\rangle$. Comparing coefficients gives $\sqrt{p+1}\,c_{p+1}=-\sqrt S\,c_p$, so $c_p=c_0(-\sqrt S)^p/\sqrt{p!}$. Normalization gives $|c_0|^2=e^{-S}$, and

$$W_p=e^{-S}\frac{S^p}{p!}\qquad(T=0).$$

## Heat does not remove the comb

At finite temperature, consider the generating function $\chi(\theta)=\sum_pW_pe^{ip\theta}$, with $\theta=\omega t$. The displacement operator $D(\alpha)=e^{\alpha a^\dagger-\alpha^*a}$ obeys $D(\sqrt S)\,a\,D^\dagger(\sqrt S)=a-\sqrt S=b$. Therefore $e^{i\theta b^\dagger b}=D(\sqrt S)e^{i\theta a^\dagger a}D^\dagger(\sqrt S)$, and

$$\chi=\langle e^{i\theta b^\dagger b}e^{-i\theta a^\dagger a}\rangle=\langle D(\sqrt S)\,D(-\sqrt S e^{i\theta})\rangle ,$$

where the average is over the thermal initial state, and the second factor follows from $e^{i\theta a^\dagger a}a^\dagger e^{-i\theta a^\dagger a}=a^\dagger e^{i\theta}$.

Two displacements combine as $D(\alpha)D(\beta)=D(\alpha+\beta)e^{(\alpha\beta^*-\alpha^*\beta)/2}$. Here the exponent of the phase factor is $iS\sin\theta$. The thermal average of one displacement is $\langle D(\gamma)\rangle=e^{-|\gamma|^2(n+1/2)}$, because a linear combination of $a$ and $a^\dagger$ has Gaussian statistics in a thermal state; $n$ is the Bose occupation. With $|\gamma|^2=S|1-e^{i\theta}|^2=2S(1-\cos\theta)$,

$$\chi=\exp\{S[(n+1)(e^{i\theta}-1)+n(e^{-i\theta}-1)]\}.$$

Set $e^{i\theta}=y\sqrt{n/(n+1)}$. The non-constant part of the exponent becomes $S\sqrt{n(n+1)}\,(y+1/y)$, and the series $e^{(z/2)(y+1/y)}=\sum_pI_p(z)y^p$ gives

$$W_p=e^{-S(2n+1)}\left(\frac{n+1}{n}\right)^{p/2}I_p\!\left(2S\sqrt{n(n+1)}\right).$$

Temperature changes the weights. The positions stay at integer multiples of $\hbar\omega$, and the lines stay infinitely sharp. The difficulty is therefore present at any temperature in this model, not just in the cold limit.

## Narrow peaks

Now replace each delta function by a normalized Gaussian of standard deviation $\sigma$. For $\sigma\ll\hbar\omega$ one line dominates on resonance, and the two nearest lines dominate midway between resonances:

$$G_\sigma(p\hbar\omega)\simeq\frac{W_p}{\sqrt{2\pi}\,\sigma},\qquad
G_\sigma\big((p+\tfrac12)\hbar\omega\big)\simeq\frac{W_p+W_{p+1}}{\sqrt{2\pi}\,\sigma}\,e^{-(\hbar\omega)^2/8\sigma^2}.$$

Take $\hbar\omega=60$ meV, $S=10$, $v=50$ meV and $\Omega=0.1\ \mathrm{nm^3}=10^{-22}\ \mathrm{cm^3}$. The factor in front of $G$ is

$$\frac{2\pi}{6.582\times10^{-16}\ \mathrm{eV\,s}}(0.050\ \mathrm{eV})^2(10^{-22}\ \mathrm{cm^3})=2.39\times10^{-9}\ \mathrm{eV\,cm^3/s}.$$

A depth of 1.20 eV lies on the 20-phonon line. At 77 K its weight is $1.867\times10^{-3}$, within 0.1% of the zero-temperature value. A width of 1 meV gives $G_\sigma=1.867\times10^{-3}/(2.507\times0.001\ \mathrm{eV})=0.745\ \mathrm{eV^{-1}}$, and $C=1.78\times10^{-9}\ \mathrm{cm^3/s}$. The table compares this depth with 1.23 eV, midway to the next line, with all else held fixed.

| $\sigma$ (meV) | $C$ at 1.20 eV (cm³/s) | $C$ at 1.23 eV (cm³/s) |
|---:|---:|---:|
| 1 | $1.8\times10^{-9}$ | $10^{-204}$ |
| 5 | $3.6\times10^{-10}$ | $8.0\times10^{-18}$ |
| 10 | $1.8\times10^{-10}$ | $2.9\times10^{-12}$ |
| 20 | $9.1\times10^{-11}$ | $4.3\times10^{-11}$ |
| 30 | $7.9\times10^{-11}$ | $5.5\times10^{-11}$ |
| 60 | $9.3\times10^{-11}$ | $6.5\times10^{-11}$ |
| 100 | $1.3\times10^{-10}$ | $9.4\times10^{-11}$ |

Making the peaks narrower does not converge to an answer. On the line the result grows without bound; between lines it collapses. The first entry at 1.23 eV means zero for any practical purpose. Heating helps little: at a width of 10 meV, the ratio of the two columns is 61 at 77 K and 59 at 300 K.

## Broad peaks

The table also shows that the on-line value falls and then rises again. To see why, use quanta as units: $x=E/\hbar\omega$, with $\sigma$ now meaning $\sigma/\hbar\omega$. At zero temperature, continue the weights to real argument as $W(y)=e^{-S}S^y/\Gamma(y+1)$. Poisson summation turns the sum over lines into

$$\hbar\omega G_\sigma=\sum_{k}\int dy\,W(y)\frac{e^{-(y-x)^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}e^{2\pi iky},$$

with $k$ running over all integers. Put $u=y-x$ and expand the logarithm of the weight to second order:

$$\ln W(x+u)\simeq\ln W(x)-\lambda u-\tfrac12\kappa u^2,\quad \lambda=\psi(x+1)-\ln S,\quad\kappa=\psi'(x+1),$$

where $\psi$ is the logarithmic derivative of the gamma function. The quadratic terms combine into $-u^2/2s^2$ with $1/s^2=1/\sigma^2+\kappa$. The Gaussian integral for each $k$ is

$$\frac{s}{\sigma}\exp\!\left[\frac{s^2}{2}(-\lambda+2\pi ik)^2\right]=\frac{s}{\sigma}\,e^{\lambda^2s^2/2}\,e^{-2\pi ik\lambda s^2}\,e^{-2\pi^2k^2s^2}.$$

Restoring the factor $e^{2\pi ikx}$ and keeping $k=0,\pm1$,

$$\hbar\omega G_\sigma\simeq W(x)\,\frac{s}{\sigma}e^{\lambda^2s^2/2}\left[1+2e^{-2\pi^2s^2}\cos2\pi(x-\lambda s^2)\right].$$

The bracket contains what is left of the comb, a ripple that dies quickly as the width grows. The factor before it is a bias. More than about $\sqrt S$ quanta beyond the maximum of the weights, a broad Gaussian collects more from the stronger lines at smaller $p$ than it loses to the weaker lines at larger $p$. Well into this tail, increasing the width reduces the ripple but enlarges the bias, as long as the width stays well below the distance to the maximum of the weights.

For $x=20$ and a width of 30 meV, $\sigma=0.5$, $\lambda=0.718$ and $\kappa=0.049$, so $s^2=0.247$. The bias factor is $0.994\times e^{0.0637}=1.059$ and the ripple amplitude is $2e^{-4.88}=0.015$. At 60 meV the ripple is about $10^{-8}$, but the bias has reached 1.25; at 100 meV it is 1.76. The formula was tested against the direct sum at depths of 1.200, 1.215 and 1.230 eV, each with widths of 24, 30 and 60 meV. It agreed within 1% of the sum in all nine cases.

The reference value $W(x)/\hbar\omega$ gives $C=7.4\times10^{-11}\ \mathrm{cm^3/s}$ at 1.20 eV. It is a useful coarse-grained estimate, but it is not the single-mode rate recovered at last: using it amounts to replacing a delta function by $1/\hbar\omega$, which is itself a choice.

## When the choice matters less, and more

A region of weak width dependence needs a small ripple, $2\pi^2s^2\gg1$, and a bias factor near one. Near the maximum of the weights, $x\approx S\gg1$, the slope $\lambda$ is small and $\kappa\approx1/S$. The bias reduces to $s/\sigma\approx(1+\sigma^2/S)^{-1/2}$, so widths from about half a quantum up to well below $\sqrt S$ quanta give similar results. This is the case in which the belief does least harm.

Far out in the multiphonon tail the region closes. Keep $x=20$ and $\sigma=0.5$ but reduce $S$ to 1. Then $\lambda=3.02$, and the same formula gives a bias of about 3, at a width where the ripple is still 1.5%. A narrower peak lowers the bias but brings the ripple back. The quadratic expansion has its own limit: the neglected cubic term in $\ln W$, about $u^3/6x^2$, must stay small for $u$ as large as the shift $\lambda s^2$ and the width $s$.

The shape of the peak matters as well. For a Lorentzian of half-width $\gamma$, a deep trap lies far from the strong lines near $p=S$. Once the lines close to the trap depth are too weak to contribute, expanding $(E-p\hbar\omega)^{-2}$ about the mean $p=S$, with variance $S$, gives at zero temperature

$$G\simeq\frac{\gamma}{\pi(E-S\hbar\omega)^2}\left[1+\frac{3S(\hbar\omega)^2}{(E-S\hbar\omega)^2}\right].$$

Far from the strong lines this falls as the inverse square of $E-S\hbar\omega$, whereas the weights fall much faster. At 1.83 eV, a Lorentzian with $\gamma=10$ meV gives $5.5\times10^{-12}\ \mathrm{cm^3/s}$, and a Gaussian with $\sigma=30$ meV gives $4.5\times10^{-15}$. The factor of 1200 comes from lines that miss energy conservation by about 1.2 eV.

## Widths that come from physics

A width stops being arbitrary when it is calculated from something the single mode left out. Suppose the coupling is shared by a narrow band of modes with mean quantum $\hbar\omega$ and standard deviation $\delta$. At zero temperature $p$ emitted phonons have independent energies drawn from this distribution. Their variances add, so the $p$-phonon line has width $\sqrt p\,\delta$. For $\delta=6$ meV the 20-phonon line has width $\sqrt{20}\times6=27$ meV. A uniform band with this deviation gives $7.8\times10^{-11}\ \mathrm{cm^3/s}$ at 1.20 eV and $5.3\times10^{-11}$ at 1.23 eV. The width now follows from a phonon spectrum and differs from line to line.

Kinetic energy of band electrons also makes the rate finite, but in a one-sided way, since an electron can add energy to the trap depth and cannot subtract it. For a parabolic, nondegenerate band, the delta function is replaced by the Maxwell distribution evaluated at $\varepsilon=p\hbar\omega-E\ge0$. With no other width, 77 K gives $3.1\times10^{-10}\ \mathrm{cm^3/s}$ at 1.195 eV but $1.3\times10^{-13}$ at 1.200 eV. At the second depth the 20-phonon line needs $\varepsilon=0$, where the density of states vanishes, and the next line needs 60 meV, about nine times $k_BT$. This low value belongs to the threshold and to depths just above it; a trap only 0.1 meV shallower captures about 700 times faster. At 300 K the values at 1.195 and 1.200 eV are $1.3\times10^{-10}$ and $2.5\times10^{-11}$. The rate is finite, yet still strongly structured.

A Gaussian spread of trap depths is different again. It broadens the ensemble mean, not the individual trap. With an intrinsic width of 5 meV and a depth spread of 50 meV around 1.20 eV, the mean at 77 K is $8.7\times10^{-11}\ \mathrm{cm^3/s}$ and the median is $3.8\times10^{-12}$. Most of the mean comes from the minority of traps that happen to lie near a line.

## Beside a real charge-trap layer

The trap depth in the example is comparable with those in silicon nitride memory layers, which are of order 1 eV. The phonon quantum, Huang–Rhys factor, coupling and volume are round assumptions, so the absolute size of $C$ is not a prediction. The assumed $S=10$ also places the trap in the tail of the weights; with $S=20$ the same depth lies at their maximum, and Gaussian widths from 30 to 100 meV then change $C$ by only about 7% at zero temperature. Memory normally works near or above room temperature; 77 K was chosen to expose the cold limit, and at 300 K $W_{20}$ is 58% larger. Amorphous nitride breaks the assumption of one sharp mode and one depth. Equal frequencies are a further weak point: lowering the final frequency by 10%, with depth, relaxation energy after capture and a 30 meV width held fixed, multiplies $C$ at 1.20 eV by 0.42 at zero temperature. That is a larger change than any among the widths of 20, 30 and 60 meV in either column of the table. The factor depends strongly on what is held fixed: keeping the displacement of the oscillator instead of the relaxation energy gives about 0.02. A field of 1 MV/cm across 0.5 nm shifts an energy by 50 meV, nearly one quantum, and programming fields are higher. At 1 MV/cm, direct tunnelling out of a 1.20 eV trap is negligible: with the thermal depth as the barrier, the WKB exponent is about 60 for an assumed mass of half the free-electron mass. With the lattice held fixed the barrier is higher, $E+S\hbar\omega=1.80$ eV, and the exponent is larger still. The exponent falls inversely with field, so this does not carry over to programming fields.

For a confined electron there is also a lower limit on meaningful widths. If it is confined to $\Omega$, the coupling to the 20-phonon state is $v\sqrt{W_{20}}=2.2$ meV. A line width of 1 meV is smaller than this, so a golden-rule rate would not describe the pair. The same coupling to all the other vibrational states shifts the initial level up by about 5 meV and the 20-phonon level down by about 5 meV, which moves the resonance from 1.200 to about 1.191 eV. There the two states exchange the electron coherently; at 1.200 eV no more than about a fifth of the population is transferred. An extended band state has a weaker coupling, reduced by $\sqrt{\Omega/V}$, so this limit on the width disappears as $V$ grows.

A single-mode capture coefficient therefore needs its width and line shape stated with it, together with their physical origin. The main computed values are in the numerical output below.

## Numbers as computed

```
phonon quantum 60 meV, S = 10
coupling 50 meV, volume 0.1 nm^3
relaxation energy 0.60 eV
Bose occupation 77 K: 1.183e-04; 300 K: 0.1089
W_20 at 0, 77, 300 K: 1.8661e-03 1.8671e-03 2.9473e-03
C at 77 K in cm^3/s: width, depth 1.20 eV, depth 1.23 eV
    1 meV  1.778e-09  9.693e-205
    5 meV  3.555e-10  7.993e-18
   10 meV  1.778e-10  2.915e-12
   20 meV  9.133e-11  4.261e-11
   30 meV  7.919e-11  5.451e-11
   60 meV  9.262e-11  6.544e-11
  100 meV  1.299e-10  9.442e-11
smooth-weight C at 0 K, 1.20 and 1.23 eV, cm^3/s:
  7.422e-11  5.152e-11
at 1.20 eV, 0 K: width, bias factor, ripple amplitude
   20 meV  1.0261  2.258e-01
   30 meV  1.0593  1.526e-02
   60 meV  1.2485  1.340e-08
  100 meV  1.7629  2.135e-21
log slope per quantum, 77 and 300 K: 0.742 0.664
C(1.20 eV)/C(1.23 eV), width 10 meV, 77 and 300 K:
  60.98  59.42
depth 1.83 eV, 0 K, C in cm^3/s:
  Gaussian, deviation 30 meV: 4.545e-15
  Lorentzian, half-width 10 meV: 5.474e-12
  Lorentzian/Gaussian: 1204.6
phonon band deviation 6.0 meV
  20-phonon line width 26.8 meV
  C at 0 K, 1.20 and 1.23 eV: 7.838e-11 5.314e-11 cm^3/s
carrier-energy average, no other width, C in cm^3/s:
  depth, 77 K, 300 K
  1.195 eV  3.097e-10  1.330e-10
  1.200 eV  1.284e-13  2.536e-11
  1.230 eV  8.346e-12  5.811e-11
depth spread 50 meV, own width 5 meV, 77 K:
  mean C 8.692e-11 cm^3/s
  median C 3.803e-12 cm^3/s
final frequency 10% lower, width 30 meV, 1.20 eV, 0 K:
  C ratio to equal frequencies 0.418
field 1 MV/cm across 0.5 nm: shift 50 meV
WKB exponent for escape from 1.20 eV at 1 MV/cm: 63.5
1e16 cm^-3 / band density of states at 77 K: 0.0087
local rate/phonon angular frequency: 0.0087
line coupling v*sqrt(W_20): 2.16 meV
cross-section, width 30 meV, 1.20 eV, 77 K: 9.46e-18 cm^2
```
